# Phonon linewidth and electron mass enhancement: limits of Allen's relation, part 1

(Sections cited here and not found follow in the second part.)

**Q.** You tell me that the width of a phonon line in a metal measures how much that one phonon contributes to the electron mass enhancement \(\lambda\). One is a real decay of a phonon and the other a virtual dressing of an electron, so I doubt it. What is the Hamiltonian, and what exactly is the width?

**A.** I use atomic units (\(\hbar=1\), also \(k_B=1\)), \(N\) cells, band energies \(\xi_{nk}=\varepsilon_{nk}-E_F\), and one phonon branch whose index I suppress. With \(\phi_q=b_q+b^\dagger_{-q}\),

\[ H=\sum_{nk\sigma}\xi_{nk}c^\dagger_{nk\sigma}c_{nk\sigma}+\sum_q\omega_q b^\dagger_q b_q+\sum_q O_q\phi_q,\qquad O_q=\frac{1}{\sqrt N}\sum_{mnk\sigma}g_{mn}(k,q)\,c^\dagger_{m,k+q,\sigma}c_{nk\sigma}. \]

The vertex \(g\) is an energy; it contains the zero-point amplitude \((2M\omega_q)^{-1/2}\). Hermiticity requires \(O_q^\dagger=O_{-q}\), since \(\phi_q^\dagger=\phi_{-q}\), and time reversal gives \(\omega_{-q}=\omega_q\). The electrons have sharp energies, with no impurity or thermal lifetime. I write \(k\) for \((n,k)\) and \(k'\) for \((m,k+q)\), and \(\sum_k\) includes both band sums.

The width comes from the response of \(\phi_q\) to a force. The operator \(b^\dagger_q\) occurs in \(\phi_{-q}\), and so does \(b_{-q}\), hence

\[ i\dot b_q=\omega_q b_q+O_{-q},\qquad i\dot b^\dagger_{-q}=-\omega_q b^\dagger_{-q}-O_{-q}. \]

Put \(p_q=b_q-b^\dagger_{-q}\). The sum of the two equations is \(i\dot\phi_q=\omega_q p_q\) and the difference is \(i\dot p_q=\omega_q\phi_q+2O_{-q}\), so \(-\ddot\phi_q=\omega_q^2\phi_q+2\omega_qO_{-q}\). An external term \(F(t)\phi_{-q}+\text{h.c.}\) replaces \(O_{-q}\) by \(O_{-q}+F\). For \(F\propto e^{-i\omega t}\), switched on slowly (\(\omega\to\omega+i0\)),

\[ (\omega^2-\omega_q^2)\langle\phi_q\rangle=2\omega_q\left(\langle O_{-q}\rangle+F\right). \]

Now \(O_{-q}=N^{-1/2}\sum g^*c^\dagger_kc_{k'}\). Treat \(\langle\phi_q\rangle O_q\) as a perturbation of independent electrons, to first order. With \([c^\dagger_kc_{k'},c^\dagger_{k'}c_k]=n_k-n_{k'}\),

\[ \omega\langle c^\dagger_kc_{k'}\rangle=(\xi_{k'}-\xi_k)\langle c^\dagger_kc_{k'}\rangle+\frac{g}{\sqrt N}\langle\phi_q\rangle(f_k-f_{k'}), \]

where \(f\) is the Fermi function. Solving, multiplying by \(g^*/\sqrt N\) and summing, with a factor 2 from spin, gives \(\langle O_{-q}\rangle=\Pi\langle\phi_q\rangle\) with

\[ \Pi(q,\omega)=\frac{2}{N}\sum_k|g|^2\frac{f_k-f_{k'}}{\omega+\xi_k-\xi_{k'}+i0},\qquad D(q,\omega)\equiv\frac{\langle\phi_q\rangle}{F}=\frac{2\omega_q}{\omega^2-\omega_q^2-2\omega_q\Pi}. \tag{1} \]

If \(|\Pi|\ll\omega_q\), then near resonance \(\omega^2-\omega_q^2\approx2\omega_q(\omega-\omega_q)\) and \(\Pi\) may be taken at \(\omega_q\). Define \(\gamma_q=-\mathrm{Im}\,\Pi(q,\omega_q)\). Then

\[ D\approx\frac{1}{\omega-\omega_q-\mathrm{Re}\,\Pi+i\gamma_q},\qquad -\mathrm{Im}\,D=\frac{\gamma_q}{(\omega-\omega_q-\mathrm{Re}\,\Pi)^2+\gamma_q^2}. \]

The line falls to half its height at \(\pm\gamma_q\) from the centre, so \(\gamma_q\) is the half width at half maximum. Using \(\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)\),

\[ \gamma_q=\frac{2\pi}{N}\sum_k|g|^2\,(f_k-f_{k'})\,\delta(\xi_{k'}-\xi_k-\omega_q). \tag{2} \]

It is positive because the delta function puts \(k'\) above \(k\), where \(f\) is smaller.

**Q.** The prefactor \(2\pi\) looks like the golden rule, yet you got it as spin times \(\pi\). If I apply the golden rule and then sum over spin I find \(4\pi\). Which is right?

**A.** Both, for different quantities. With \(n\) phonons in the mode, absorption \(k\to k'\) has the rate \(2\pi|g|^2N^{-1}n f_k(1-f_{k'})\delta\) and emission \(k'\to k\) the rate \(2\pi|g|^2N^{-1}(n+1)f_{k'}(1-f_k)\delta\), per spin. The terms proportional to \(n\) combine as \(f_k(1-f_{k'})-f_{k'}(1-f_k)=f_k-f_{k'}\), so

\[ \dot n=-n\,\frac{4\pi}{N}\sum_k|g|^2(f_k-f_{k'})\delta(\xi_{k'}-\xi_k-\omega_q)+\text{(spontaneous term)}, \]

and the population relaxes at the rate \(2\gamma_q\). This agrees with (1): the pole at \(\omega_q-i\gamma_q\) makes the amplitude decay as \(e^{-\gamma_qt}\) and its square as \(e^{-2\gamma_qt}\). The full width is \(2\gamma_q\) and the population lifetime \(1/(2\gamma_q)\).

The numerical check tests the factor without using a delta function. It counts electron-hole pair states of a parabolic band on a grid, couples one phonon of 0.25 eV to them, with the vertex chosen so that \(2\gamma=0.00200\) eV, and diagonalizes. The survival probability decays at 0.9962 times \(2\gamma\), and the full width read from \(-\mathrm{Im}\,D\) is 0.9999 times \(2\gamma\). Both are required to lie within 2% of \(2\gamma\). The steps above drop terms of relative order \(\gamma/\omega\), which is 0.004 there, and the larger deviation has that size.

**Q.** In a metal \(\mathrm{Re}\,\Pi\) is not small compared with the bare frequency, and the bare vertex is screened. Which \(\omega_q\) and which \(g\) belong in (2)?

**A.** The dressed frequency and the screened vertex. For the frequency, let \(\Omega_q\) be the bare value. Since \(|g|^2\propto1/(2M\Omega_q)\), the product \(2\Omega_q\Pi\) does not depend on the frequency used in the zero-point amplitude. Define \(\omega_q^2=\Omega_q^2+2\Omega_q\mathrm{Re}\,\Pi\). The denominator of \(D\) becomes \(\omega^2-\omega_q^2-2i\omega_q\,\mathrm{Im}\,\Pi\), with \(g\) in the last \(\Pi\) normalized by \(\omega_q\). Only \(\gamma_q\ll\omega_q\), and a slow variation of \(\Pi\) across the line, are then needed.

For the vertex, take the simplest case: a bare vertex \(g_b\) independent of \(k\), the bubble \(\chi_0=\Pi/|g|^2\) from (1), and a real electron-electron kernel \(K\) in mean field. The electrons feel \(g_b\phi+K\rho\) and respond with \(\rho=\chi_0(g_b\phi+K\rho)\), so \(\Pi=g_b^2\chi_0/(1-K\chi_0)\). Multiplying above and below by \(1-K\chi_0^*\), the numerator is \(\chi_0-K|\chi_0|^2\), and

\[ \mathrm{Im}\,\Pi=\left|\frac{g_b}{1-K\chi_0(q,\omega)}\right|^2\mathrm{Im}\,\chi_0 . \]

So (2) holds with the screened vertex squared, screened at the phonon frequency. Replacing it by the statically screened vertex needs \(\chi_0(q,\omega_q)\approx\chi_0(q,0)\), a condition that will turn out to concern small \(q\). From here on \(g\) is a given function.

**Q.** Equation (2) has Fermi functions and a single delta function. Where do two delta functions come from, and what is approximated?

**A.** Insert \(1=\int d\xi\,\delta(\xi-\xi_k)\) and \(1=\int d\xi'\,\delta(\xi'-\xi_{k'})\), and define

\[ J_q(\xi,\xi')=\frac1N\sum_k|g|^2\delta(\xi-\xi_k)\delta(\xi'-\xi_{k'}). \]

Doing the \(\xi'\) integral with the energy delta turns (2), still exactly, into

\[ \gamma_q=2\pi\int d\xi\,J_q(\xi,\xi+\omega_q)\,[f(\xi)-f(\xi+\omega_q)]. \tag{3} \]

The bracket is a window centred at \(\xi=-\omega_q/2\), of width \(\omega_q\) plus a few \(T\). Write it as \(\int_0^{\omega}ds\,[-f'(\xi+s)]\). Since \(\int d\xi\,[-f']=1\) for every shift \(s\), its area is \(\omega\) at any temperature. The double-delta approximation is the single statement

\[ J_q(\xi,\xi+\omega_q)\approx J_q(0,0)\equiv S_q=\frac1N\sum_k|g|^2\delta(\xi_k)\delta(\xi_{k'})\quad\text{throughout the window}, \]

which gives

\[ \gamma_q^{dd}=2\pi\omega_qS_q. \tag{4} \]

It contains two replacements. Sliding both arguments together by an amount of order \(\omega_q\) or \(T\) is harmless when bands and vertices vary on the scale \(E_F\), except where an edge of the region in which \(J_q\) is nonzero falls inside the window, as happens near \(q=2k_F\) in the model below. Closing the difference \(\omega_q\) between the arguments is more demanding, because the scale on which \(J_q\) depends on \(\xi'-\xi\) is the spread of pair energies available at this \(q\). Temperature has dropped out of (4), so within the approximation this contribution to the width is independent of \(T\).

**Q.** That is the phonon side. You are not allowed to define \(\lambda_q\) so that the relation comes out. Show me that \(S_q\) appears in the electron mass.

**A.** Take \(T=0\), add an electron in an empty state \(k\), and find its energy shift in second order. There are two contributions. The electron can emit a virtual phonon and go to an empty state \(k'\), which gives \(N^{-1}|g|^2(1-f_{k'})/(\xi_k-\xi_{k'}-\omega_q)\). It also blocks a fluctuation of the ground state in which an electron in an occupied \(k'\) jumps to \(k\) and emits a phonon. That process had lowered the energy by \(N^{-1}|g|^2/(\xi_k-\xi_{k'}+\omega_q)\), and its loss counts with a plus sign. The shift is \(\Sigma(k,\xi_k)\) with

\[ \Sigma(k,z)=\frac1N\sum_q|g|^2\left[\frac{1-f_{k'}}{z-\xi_{k'}-\omega_q}+\frac{f_{k'}}{z-\xi_{k'}+\omega_q}\right]. \]

There is no spin sum, because the vertex conserves spin. Regard the sum as one over \(k'\). Then \(k\) enters through \(z\), on the small scale \(\omega_q\), and through \(g\) and \(\omega_q\), on the scale \(k_F\). The first dependence defines \(\lambda_k=-\partial_z\mathrm{Re}\,\Sigma(k,z)|_{z=0}\), which is \(1/Z-1\) for the quasiparticle residue \(Z\). When the coupling is spread over \(q\sim k_F\), this dependence dominates the slope and the velocity is reduced by \(1-\lambda_k\), which is \(1/(1+\lambda_k)\) to this order, up to relative corrections of order \(\omega_q/E_F\). When the coupling is concentrated at \(q\lesssim\omega_q/v_F\), the \(k\) dependence of \(\Sigma\) is not slow, and residue and mass are renormalized differently. Since \(-\partial_z(z-a)^{-1}=(z-a)^{-2}\), empty states give \((\xi_{k'}+\omega_q)^{-2}\) and occupied states \((\xi_{k'}-\omega_q)^{-2}\), and the two combine:

\[ \lambda_k=\frac1N\sum_q\frac{|g|^2}{(|\xi_{k'}|+\omega_q)^2}. \tag{5} \]

The kernel is a peak at \(\xi_{k'}=0\) of width \(\omega_q\) and area \(2\int_0^\infty d\xi\,(\xi+\omega_q)^{-2}=2/\omega_q\). Replacing it by \((2/\omega_q)\delta(\xi_{k'})\) is again a small-\(\omega\) step. The area beyond \(|\xi|=E\) is \(2/(E+\omega_q)\), a fraction \(\omega_q/(E+\omega_q)\) of the whole, so a relative error of first order in \(\omega_q/E_F\) is to be expected. It can cancel: for a constant vertex on the unbounded parabolic band used below, the first-order terms drop out of the sum over all \(q\) and the error is of higher order. Let \(N(0)=N^{-1}\sum_k\delta(\xi_k)\) be the density of states per spin and per cell. The Fermi-surface average is

\[ \lambda=\frac{1}{N(0)N}\sum_k\delta(\xi_k)\lambda_k=\frac1N\sum_q\lambda_q,\qquad\lambda_q=\frac{2S_q}{N(0)\,\omega_q}. \tag{6} \]

The same sum \(S_q\) has appeared because both quantities sum \(|g|^2\) over pairs of states \(k\) and \(k+q\) that both lie near the Fermi surface.

**Q.** Then what is the relation, and how do the conventions enter?

**A.** From (6), \(S_q=N(0)\omega_q\lambda_q/2\). Inserting this in (4), \(\gamma^{dd}_q=2\pi\omega_q\cdot N(0)\omega_q\lambda_q/2\), or

\[ \gamma_q=\pi N(0)\,\omega_q^2\,\lambda_q , \tag{7} \]

which is Allen's relation. One power of \(\omega_q\) is the area of the window in (3), the other the inverse of the area \(2/\omega_q\) in (5). The spin factor 2 of the bubble cancels the 2 from the two sides of the kernel. Here \(\gamma_q\) is the half width, \(N(0)\) is per spin, and \(\lambda\) is the zone average of \(\lambda_q\), summed over branches. With the two-spin density \(N_{\rm tot}=2N(0)\) it reads \(\gamma_q=\tfrac\pi2N_{\rm tot}\omega_q^2\lambda_q\), and for the full width \(2\gamma_q=\pi N_{\rm tot}\omega_q^2\lambda_q\). Changing both conventions restores the form of (7); changing one alters it by a factor 2. If the Eliashberg function is defined by \(\alpha^2F(\omega)=(2N)^{-1}\sum_q\lambda_q\omega_q\delta(\omega-\omega_q)\), so that \(\lambda=2\int d\omega\,\alpha^2F/\omega\), then (7) gives \(\alpha^2F=[2\pi N(0)N]^{-1}\sum_q(\gamma_q/\omega_q)\delta(\omega-\omega_q)\).

Between \(\gamma_q^{dd}\) and the \(\lambda_q\) of (6), equation (7) is an identity. It says something about a measured width only where \(\gamma_q\approx\gamma_q^{dd}\).

**Q.** I want a case where the exact width (2) and the double-delta width can both be written down.

**A.** Take one parabolic band \(\varepsilon=k^2/2m\), constant \(g\), and \(N^{-1}\sum_k\to V\int d^3k/(2\pi)^3\) with cell volume \(V\), as a continuum without umklapp. The number of states per spin below \(k\) is \(Vk^3/6\pi^2\); dividing its differential by \(d\varepsilon=k\,dk/m\) gives \(N(0)=Vmk_F/2\pi^2\). Let \(v_F=k_F/m\) and let \(\mu\) be the cosine of the angle between \(k\) and \(q\). The first delta in \(S_q\) fixes \(k=k_F\) and gives \(N(0)\) times an angular average:

\[ S_q=g^2N(0)\,\frac12\int_{-1}^1d\mu\,\delta\!\left(v_Fq\mu+\frac{q^2}{2m}\right)=\frac{g^2N(0)}{2v_Fq}\quad(q<2k_F), \]

because the root \(\mu=-q/2k_F\) must lie in the interval; above \(2k_F\) it is zero. So \(\gamma_q^{dd}=\pi\omega g^2N(0)/(v_Fq)\) and \(\lambda_q=g^2/(\omega v_Fq)\).

For (2) use cylindrical coordinates along \(q\). The pair energy is \(k_zq/m+q^2/2m\), so the delta fixes \(k_z=m\omega/q-q/2\) with Jacobian \(m/q\). The transverse measure is \(d^2k_\perp=2\pi m\,d\varepsilon\), where \(\varepsilon\) starts at \(\varepsilon_-=k_z^2/2m\). Define

\[ \varepsilon_\pm=\frac{1}{2m}\left(\frac{m\omega}{q}\pm\frac q2\right)^2,\qquad\varepsilon_+-\varepsilon_-=\omega . \]

Then

\[ \gamma_q=2\pi g^2\frac{V}{(2\pi)^3}\frac mq\,2\pi m\int_{\varepsilon_-}^\infty d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\omega)]=2\pi g^2\frac{Vm^2}{4\pi^2q}\int_{\varepsilon_-}^{\varepsilon_+}f\,d\varepsilon , \]

since the second term is the integral of \(f\) from \(\varepsilon_+\) upward. Also \(Vm^2/4\pi^2q=N(0)/(2v_Fq)\), so

\[ R\equiv\frac{\gamma_q}{\pi\omega g^2N(0)/v_Fq}=\frac1\omega\int_{\varepsilon_-}^{\varepsilon_+}f\,d\varepsilon=\frac T\omega\ln\frac{1+e^{(E_F-\varepsilon_-)/T}}{1+e^{(E_F-\varepsilon_+)/T}}, \tag{8} \]

using \(\int f\,d\varepsilon=-T\ln(1+e^{(E_F-\varepsilon)/T})\), with the chemical potential held at \(E_F\). \(R\) is the mean occupation of the interval \([\varepsilon_-,\varepsilon_+]\). At \(T=0\) it is exactly 1 when \(\varepsilon_+<E_F\): in this model \(J_q\) has no energy dependence where it is nonzero, so (4) is then exact.

**Q.** Put numbers on it at an ordinary wavevector.

**A.** The parameters are round model values: \(E_F=5\) eV, \(V=20\) Å\(^3\), free-electron mass, a dispersionless mode \(\omega=0.04\) eV, \(g=0.1\) eV, \(T=300\) K (\(k_BT=0.02585\) eV). With \(\hbar^2/m=7.61996\) eV Å\(^2\),

\[ k_F=\sqrt{2\cdot5/7.61996}=1.14558\ \text{Å}^{-1},\qquad\hbar v_F=7.61996\cdot1.14558=8.7292\ \text{eV Å}, \]
\[ N(0)=\frac{20\cdot1.14558}{2\pi^2\cdot7.61996}=0.15232\ \text{eV}^{-1}, \]

which corresponds to 1.0155 electrons per cell. At \(q=0.5\) Å\(^{-1}\), where \(\omega/v_Fq=0.00916\),

\[ S_q=\frac{0.1^2\cdot0.15232}{2\cdot8.7292\cdot0.5}=1.7450\times10^{-4},\qquad\lambda_q=\frac{2\cdot1.7450\times10^{-4}}{0.15232\cdot0.04}=0.05728, \]
\[ \pi N(0)\omega^2\lambda_q=\pi\cdot0.15232\cdot0.04^2\cdot0.05728=4.386\times10^{-5}\ \text{eV}. \]

The program obtains \(\lambda_q\) by quadrature of two narrow Gaussians and, separately, \(\gamma_q\) by quadrature of (2) with Fermi functions at 300 K. Both sides come out as \(4.38565\times10^{-5}\) eV, and their relative difference is required to be below \(10^{-6}\). The full width is \(8.77\times10^{-5}\) eV, or 0.71 cm\(^{-1}\), the lifetime \(\hbar/2\gamma\) is 7.5 ps, and \(\gamma/\omega=1.1\times10^{-3}\) confirms the narrow-line assumption here.

**Q.** But \(\gamma^{dd}\propto1/q\) diverges. An optical phonon at the zone centre cannot have an infinite width.

**A.** It does not, and (8) shows what happens. As \(q\to0\) at fixed \(\omega\), the required \(k_z\approx m\omega/q\) grows beyond \(k_F\), and no occupied state can absorb the phonon. At \(T=0\), \(R=0\) for \(\varepsilon_->E_F\), \(R=(E_F-\varepsilon_-)/\omega\) while \(E_F\) lies in the interval, and \(R=1\) for \(\varepsilon_+<E_F\). The condition \(m\omega/q-q/2=k_F\) is \(q^2+2k_Fq-2m\omega=0\), and \(m\omega/q+q/2=k_F\) is \(q^2-2k_Fq+2m\omega=0\). The small roots are

\[ q_1=\sqrt{k_F^2+2m\omega}-k_F,\qquad q_2=k_F-\sqrt{k_F^2-2m\omega}. \]

Expanding the roots to second order with \(q_c=m\omega/k_F=\omega/v_F\) gives \(q_{1,2}\approx q_c\mp q_c^2/2k_F\). In the example \(q_c=0.04/8.7292=0.004582\), \(q_1=0.004573\) and \(q_2=0.004592\) Å\(^{-1}\). Below \(q_1\) the intraband width vanishes at \(T=0\), while (4) keeps growing. The physical statement is that pair energies at wavevector \(q\) reach only \(v_Fq+q^2/2m\); the double delta pretends that the pair costs nothing.

| \(q\) (Å\(^{-1}\)) | \(\gamma^{dd}\) (eV) | \(R\), \(T=0\) | \(R\), 300 K |
|---|---|---|---|
| 0.00400 | \(5.48\times10^{-3}\) | 0 | \(6.4\times10^{-27}\) |
| 0.00450 | \(4.87\times10^{-3}\) | 0 | \(8.73\times10^{-4}\) |
| 0.00458 | \(4.79\times10^{-3}\) | 0.374 | 0.454 |
| 0.00460 | \(4.77\times10^{-3}\) | 1 | 0.806 |
| 0.00470 | \(4.67\times10^{-3}\) | 1 | 0.9999 |
| 0.05000 | \(4.39\times10^{-4}\) | 1 | 1.0000 |

The 300 K column is quadrature of (2), tested against (8). At \(q=0.00458\), \(k_z=0.04/(7.61996\cdot0.00458)-0.00229=1.14386\) Å\(^{-1}\), so \(\varepsilon_-=4.98505\) eV and \(R(T=0)=(5-4.98505)/0.04=0.374\). At \(q=0.0045\), \(k_z=1.16428\) Å\(^{-1}\) and \(\varepsilon_-=5.1646\) eV, which is \(6.367\,k_BT\) above \(E_F\). Expanding the logarithms, \(R\approx(T/\omega)e^{-(\varepsilon_--E_F)/T}(1-e^{-\omega/T})=0.646\cdot0.001717\cdot0.787=8.73\times10^{-4}\). The edge stays narrow on the scale of \(q_c\), but at 300 K temperature sets its width: \(\varepsilon_-\approx E_F(q_c/q)^2\) changes by \(T\) when \(\delta q/q=T/2E_F\), about 0.003 here, comparable with the whole \(T=0\) ramp \((q_2-q_1)/q_c\approx\omega/2E_F=0.004\). By (8), the rise of \(R\) from 0.1 to 0.9 spans \(0.003\,q_c\) at \(T=0\) and \(0.012\,q_c\) at 300 K.

The large roots, \(q_3=k_F+\sqrt{k_F^2-2m\omega}=2.28656\) and \(q_4=k_F+\sqrt{k_F^2+2m\omega}=2.29572\) Å\(^{-1}\), bracket \(2k_F=2.29115\) Å\(^{-1}\). There the sharp cutoff of \(S_q\) is replaced by a ramp; at \(q=2.29\) Å\(^{-1}\), \(R=0.625\) at \(T=0\). At \(q=2.30\) Å\(^{-1}\) the double delta gives zero, while the width at 300 K is 0.192 of the \(1/q\) expression continued past its range.

Allen's relation (7) has been derived as an identity between the double-delta width and \(\lambda_q\), and for a constant vertex on a parabolic band it matches the exact width at an ordinary wavevector but fails for an optical mode below about \(q_c=\omega/v_F\) and near \(2k_F\). It remains to examine the line near \(q_c\), other vertices, acoustic and interband cases, numerical broadening, the total \(\lambda\), and when a measured width may be converted to \(\lambda_q\).

Numerical values quoted here were computed with a short program.
